Perdew–Zunger Correction in Solids: Bloch Orbitals, Wannier Orbitals and Size Consistency

**Definitions and conventions**

The algebra is in atomic units; energies are quoted in eV and lengths in angstrom. The starting functional is the local spin density approximation (LSDA), with an energy E_LSDA[n↑, n↓] that depends on the two spin densities. Each occupied spin orbital φ_i is normalized and has the density n_i = |φ_i|². Its self-interaction energy is

S[n_i] = U[n_i] + E_xc[n_i, 0],

U[n] = ½ ∫∫ n(r) n(r′) / |r − r′| d³r d³r′.

The zero in E_xc[n_i, 0] says that the orbital is treated as a fully spin-polarized density. For a single electron the exact exchange-correlation energy cancels U, so S would be zero. In LSDA it is not, and the Perdew–Zunger functional subtracts the remainder orbital by orbital:

E_PZ = E_LSDA − Σ_i S[n_i].

A positive S therefore lowers the energy. The term −Σ_i S[n_i] is called the correction below.

For a fully polarized density, the exchange energy follows from the unpolarized one by E_x[n, 0] = ½ E_x^unp[2n]. With E_x^unp[n] = −(3/4)(3/π)^(1/3) ∫ n^(4/3) d³r, the factor is ½ · 2^(4/3) = 2^(1/3), and

E_x[n, 0] = −c_x ∫ n^(4/3) d³r,  c_x = 2^(1/3) (3/4)(3/π)^(1/3).

The correlation energy is E_c = ∫ n ε_c(n) d³r, where ε_c is the correlation energy per electron of the polarized electron gas, here in the Perdew–Wang form.

The solid is a cubic block with M cells along each edge, N = M³ cells in all, lattice constant a and edge L = Ma. One band is filled for each spin and is separated by a gap from the empty states, and it is assumed to have well-localized Wannier orbitals. There are thus N occupied orbitals per spin. Throughout, the Slater determinant is held fixed and only the choice of orbitals within it is varied. Relaxation of the determinant under the corrected functional is a further effect that is not treated.

**The belief and its appeal**

The belief is that the Perdew–Zunger correction vanishes in solids. The argument is short. The one-electron states of a crystal are Bloch orbitals, each spread over the whole crystal. A charge spread so thinly does not interact appreciably with itself, so there is nothing to correct.

The statement about Bloch orbitals is right, as shown below. The appeal of the conclusion comes from a habit that is safe elsewhere. In Hartree–Fock theory, or with a functional of the spin densities alone, any orthonormal basis of the occupied space gives the same energy. Let

φ′_i = Σ_j φ_j V_ji,

with V unitary. Then

Σ_i |φ′_i|² = Σ_jl φ_j φ_l* Σ_i V_ji V_li* = Σ_jl φ_j φ_l* δ_jl = Σ_j |φ_j|².

The total density is unchanged, and with it E_LSDA. The correction, however, is a sum of nonlinear functions of the separate n_i, and these do change. Bloch and Wannier orbitals are related by just such a unitary matrix:

w_R = N^(−1/2) Σ_k e^(−ik·R) ψ_k.

They describe the same determinant and the same density, but they need not give the same E_PZ. "The correction in a solid" has no value until the orbitals are specified.

**Why it vanishes for Bloch orbitals**

A Bloch orbital has a density with the period of the lattice. Write it as n_k = ρ_k/N inside the block, where ρ_k is periodic and holds one electron per cell. Each part of S can now be followed as N grows.

Exchange is an integral over N equal cells:

E_x = −c_x · N · N^(−4/3) ∫_cell ρ_k^(4/3) d³r = −c_x N^(−1/3) ∫_cell ρ_k^(4/3) d³r.

Since N^(−1/3) = 1/M, exchange per orbital falls as 1/M.

For the Hartree part, the density looks uniform on the scale of the block, with the value 1/L³. Put r = Ls, where s runs over the unit cube. The two volume elements give L⁶, the two densities give L^(−6), and the Coulomb kernel gives 1/L. Hence

U → K/(2L),  K = ∫∫ d³s d³s′ / |s − s′|.

K is finite, because the 1/|s − s′| singularity is integrable in three dimensions. The structure inside the cells and at the edges enters at lower order: the self-energy of the charge within single cells, for instance, is N terms of size 1/N², which is of order 1/N in total.

For correlation, let n_max be the largest value of n_k. It is proportional to 1/N. As |ε_c| grows with density,

|E_c| ≤ |ε_c(n_max)| ∫ n_k d³r = |ε_c(n_max)|,

and this goes to zero because ε_c vanishes at zero density. The rate follows from the low-density form of ε_c. In terms of r_s = (3/(4πn))^(1/3), it is a constant over r_s, with a relative correction of order r_s^(−1/2). Since r_s grows as M, correlation also approaches a 1/M law, but with a relative correction that dies out only as M^(−1/2).

All three parts vanish per electron, so the correction per cell vanishes too. The total is another matter: 2N orbitals, each contributing an amount of order N^(−1/3), give a total of order N^(2/3). That is negligible beside an extensive energy, but it is not zero and it grows with the block.

The exchange step uses the local form of the functional. For a gradient functional the reduced gradient |∇n|/n^(4/3) scales as N^(−1)/N^(−4/3) = N^(1/3), so it grows without limit for Bloch densities. The rate of decay, and whether there is decay at all, then depends on how the functional treats large reduced gradients.

**Why it stays for Wannier orbitals**

Wannier orbitals deep inside the block are translated copies of one function w. Translation changes neither U nor E_xc, so each contributes the same S[w], which does not depend on N. Orbitals near the faces differ, but their share of all orbitals is about 6M²/M³ = 6/M. For each spin,

Σ_R S[w_R] = N S[w] + O(N^(2/3)).

With two spins, the correction per cell tends to −2S[w]. Unless S[w] happens to be zero, it is an extensive energy.

**The same crystal in two sets of orbitals**

A model with round parameters shows the sizes involved. Each cell carries a Gaussian orbital exp(−r²/2b²) with b = 0.6 Å, and the lattice constant is a = 2.0 Å. The overlap of neighbours is

exp(−a²/4b²) = exp(−4.00/1.44) = 0.062.

Symmetric orthogonalization turns these Gaussians into Wannier orbitals. A discrete Fourier matrix then turns the Wannier orbitals into Bloch combinations. The block has open edges, so the combinations are periodic only in its interior, but they span exactly the same occupied space. The orbitals factorize into functions of x, y and z, which allows averages over all N of them.

For the Wannier orbital in the interior, the three parts of S are

S[w] = 9.649 − 8.255 − 0.651 = 0.743 eV,

or 0.0273 hartree. The correction per cell is −2 × 0.7425 = −1.485 eV. The mean over all Wannier orbitals is 0.742 eV for 8 cells and 0.743 eV for two million. The surface term is thus very small here, because the small changes in U, E_x and E_c between interior orbitals and those with fewer neighbours nearly cancel in S: even a completely isolated Gaussian, whose U is 0.07 eV lower (see below), has an S only 0.0001 eV below the interior value. It does halve when M goes from 64 to 128, with a ratio of 0.502, as a term in 1/M must.

For the Bloch orbitals the mean S per electron is

M = 2: −0.919 eV
M = 8: −0.431 eV
M = 32: −0.139 eV
M = 128: −0.041 eV

At M = 128 the parts are U = 0.0529, E_x = −0.0667 and E_c = −0.0275 eV. The uniform cube gives 0.0529 eV for U, and a separate integral over one periodic cell gives −0.0668 eV for exchange. From M = 64 to M = 128, U and E_x are each multiplied by 0.500, while correlation is multiplied by 0.561. The slower decay of correlation is the one expected from its M^(−1/2) correction.

The sign deserves notice. For Bloch orbitals the mean S is negative in every block computed, so the correction raises the energy. At M = 128 it is +0.083 eV per cell. Exchange outweighs the Hartree part in magnitude, and in large blocks this is due to the bunching of charge within each cell. For a uniform density the two would be U = K/(2L) = 0.941/L and |E_x| = c_x/L = 0.931/L, with the Hartree part slightly the larger. For one electron in a cell of volume a³, the power-mean inequality gives

∫_cell ρ_k^(4/3) d³r ≥ a³ · (1/a³)^(4/3) = 1/a,

with equality for a uniform density. Bunching therefore strengthens exchange but leaves the leading Hartree term K/(2L) unchanged. Bunching is not what fixes the sign of S, however. At M = 128 correlation supplies −0.0275 eV of the −0.041 eV, two thirds of the total, and a uniform density in the same cube already has S = 0.0529 − 0.0523 − 0.0225 = −0.022 eV.

The total also behaves as derived. For M = 64 it is 262144 × 2 × 0.0766 ≈ 4.0 × 10⁴ eV, and for M = 128 it is 2097152 × 0.0826 ≈ 1.7 × 10⁵ eV. The ratio is about 4.3, near the factor of 4 that N^(2/3) gives, with the excess due to correlation.

One determinant with one density has thus received two corrections, −1.485 and +0.083 eV per cell. The second tends to zero with size and the first does not.

**What separated fragments decide**

Size consistency chooses between them. A method is size-consistent if the energy of fragments far apart is the sum of the energies of the fragments alone. Take N identical sites, each with one orbital w per spin, and let all distances go to infinity at fixed N. Localized orbitals give Σ_i S[n_i] = N S[w] for each spin, which is the required sum.

For any other unitary choice, orbital i has the weight p_Ri = |V_Ri|² on site R. The site functions no longer overlap, so cross terms are absent and

n_i(r) = Σ_R p_Ri n_w(r − R),

where n_w = |w|². The Coulomb energy between different sites also vanishes in the limit, so S[n_i] is a sum over sites of

f(p) = p² U + p^(4/3) E_x + p ∫ n_w ε_c(p n_w) d³r,

with U and E_x taken for the whole orbital w. The powers 2 and 4/3 make the failure visible. Two halves of an electron on two sites do not have the self-interaction energy of one electron on one site.

Eight sites at the corners of a cube with an edge of 1000 Å show the size of the effect. A single Gaussian site has

S = 9.574 − 8.184 − 0.648 = 0.742 eV.

The localized orbitals of the eight sites give the same 0.742 eV per electron. For the Bloch combinations, every weight is 1/8. The Hartree part per electron becomes 9.574/8 = 1.197 eV, and exchange becomes −8.184/8^(1/3) = −4.092 eV. Correlation and the small remaining repulsion between sites bring the sum to −3.361 eV. For the sixteen electrons, the correction should be −16 × 0.742 = −11.9 eV. In Bloch orbitals it is +16 × 3.361 = +53.8 eV.

The limit of many sites makes the contradiction plain. In Bloch orbitals, an infinite array of isolated sites has no correction per site, while each site calculated alone has −1.48 eV. Pulling a crystal apart would then never lead to the energy of its own fragments. The zero correction is a property of the orbitals chosen, and size consistency rules that choice out.

**When the localized set is the minimum**

It is tempting to finish by saying that one should minimize E_PZ over all unitary choices and that the localized orbitals will emerge. This needs a condition. Write f(p) = p g(p), with

g(p) = pU + p^(1/3) E_x + ∫ n_w ε_c(p n_w) d³r.

Here g(0) = 0 and g(1) = S[w]. The function g is convex, term by term. The first term is linear. In the second, p^(1/3) is concave and E_x is negative, so the product is convex. The second derivative of the third is ∫ n_w³ ε_c″(p n_w) d³r, which is positive if ε_c is a convex function of density. That property was tested numerically for densities from 10^(−12) to 10³ in atomic units.

A convex function lies below its chord, so for 0 ≤ p ≤ 1

g(p) ≤ p g(1) + (1 − p) g(0) = p S[w].

Suppose first that S[w] ≥ 0. Then p S[w] ≤ S[w], and therefore f(p) = p g(p) ≤ p S[w]. Because V is unitary, the weights of each orbital add up to one, and the sum over all R and i is N. Hence

Σ_i S[n_i] = Σ_Ri f(p_Ri) ≤ S[w] Σ_Ri p_Ri = N S[w].

No unitary choice gives a larger Σ_i S[n_i], and so none gives a lower energy than the localized set. In this case minimization is size-consistent for every N.

This proof is for distant sites. For overlapping ones the model gives numerical evidence. In the block of eight cells, let neighbouring Wannier orbitals be mixed by the same angle along each axis. The mean S is 0.742 eV at 0°, 0.682 eV at 5°, 0.139 eV at 15°, −0.741 eV at 30° and −0.919 eV at 45°, where the Bloch combinations are reached. Random unitary mixings of the 64-cell block, applied alike along the three axes, were also tested, and each gave a smaller S than the Wannier set. This supports a localized minimum at or close to the Wannier set, without proving it for all mixings. The two need not coincide exactly in a block with open edges, because edge and interior orbitals are not equivalent there, and symmetry does not make S stationary under their mixing.

Now suppose that S[w] < 0. In the localized set the correction is then positive, at |S[w]| per electron. Spreading every orbital equally over N sites gives S = g(1/N) per electron, which tends to g(0) = 0. For large enough N this lies above S[w], and the spread set has the lower energy. The energy per site of the global minimum then depends on the number of distant sites, so unrestricted minimization itself loses size consistency.

This case is easy to reach. Replace the Gaussian on each site by a p-type Gaussian of the same width, which has a nodal plane:

S = 7.819 − 7.457 − 0.623 = −0.262 eV,

to the rounding of the last digit. The node reduces U + E_x from 1.39 to 0.36 eV but leaves it positive, and correlation then makes S negative. Because U + E_x scales as 1/b while correlation changes more slowly, the sign depends on the width as well as the shape: the p Gaussian has S > 0 for b below about 0.24 Å, and the nodeless s Gaussian has S < 0 for b above about 2.8 Å. The threshold is high, because a modest spread first makes S more negative: the Hartree part drops as 1/N and exchange only as N^(−1/3). Equal spreading wins from about 55500 sites, a number whose cube root is 38.1 (other fits of the correlation energy move the threshold by several percent, to about 52000 for the Perdew–Zunger fit and 56000 for the Vosko–Wilk–Nusair fit). There the exchange part is −7.457/38.1 = −0.196 eV, the Hartree part is negligible, and correlation supplies the remaining −0.066 eV. At ten times that number of sites S has risen to −0.126 eV, which is well above the localized value.

The localized set can still be a local minimum. Let two orbitals on two distant sites exchange a small weight ε. The sum of S changes by

2[f(1 − ε) + f(ε) − f(1)] ≈ −2ε f′(1) + 2f(ε).

For small ε the second term is negative, since exchange and correlation dominate g near p = 0. If f′(1) > 0, both terms are negative and the energy rises. Differentiating f gives

f′(1) = 2U + (4/3) E_x + ∫ n_w v_c d³r,  v_c = d(n ε_c)/dn.

For the s site the first two terms are 19.149 − 10.911 = 8.238 eV, and correlation lowers the result to 7.50 eV. For the p site they are 15.638 − 9.943 = 5.695 eV, and the result is 4.98 eV. Both slopes are positive. The localized p orbitals are thus stable against small mixings even though they are not the global minimum of a very large array.

The belief can now be put right. In LSDA the Perdew–Zunger correction per cell of a large crystal vanishes if it is evaluated with Bloch orbitals, and it stays finite if it is evaluated with Wannier orbitals of nonzero S. Agreement with separated fragments requires the localized solution. Where S[w] ≥ 0, minimization over distant sites delivers that solution. Where S[w] < 0, it can be followed as a local minimum if f′(1) > 0, as for the p sites here, and the lower global minimum of a large enough array has to be declined. The numerical output below gives the values for all block sizes.

Calculated quantities

```
Gaussian width b = 0.6 angstrom
lattice constant a = 2.0 angstrom
neighbour overlap = 0.0622
largest error, direct 27-cell test = 2.8e-05 eV
Bloch, per electron in eV: M, N, U, Ex, Ec, S
   2       8   3.7690  -4.2091  -0.4793  -0.9194
   4      64   1.7421  -2.1146  -0.3337  -0.7061
   8     512   0.8531  -1.0626  -0.2212  -0.4307
  16    4096   0.4243  -0.5327  -0.1397  -0.2482
  32   32768   0.2119  -0.2667  -0.0844  -0.1393
  64  262144   0.1059  -0.1334  -0.0490  -0.0766
 128 2097152   0.0529  -0.0667  -0.0275  -0.0413
Wannier, per electron in eV: M, S
   2   0.7424
   4   0.7425
   8   0.7425
  16   0.7425
  32   0.7425
  64   0.7425
 128   0.7425
bulk Wannier U, Ex, Ec (eV): 9.6486 -8.2554 -0.6507
bulk Wannier S = 0.7425 eV = 0.02729 hartree
PZ correction per cell, Wannier = -1.4851 eV
PZ per cell, Bloch, M=128: 0.0826 eV
Bloch ratios M=128/64, U Ex Ec: 0.500 0.500 0.561
cube limit of U, M=128: 0.0529 eV
periodic-cell limit of Ex, M=128: -0.0668 eV
Wannier surface-term ratio M=128/64 = 0.502
8-cell block, mixing angle (degrees) and S (eV):
   0   0.7424
   5   0.6817
  15   0.1385
  30  -0.7412
  45  -0.9194
one s site U, Ex, Ec (eV): 9.5744 -8.1836 -0.6483
one s site S = 0.7424 eV
8 sites at 1000 angstrom, localized S = 0.7424 eV
8 sites at 1000 angstrom, Bloch S = -3.3605 eV
one p site U, Ex, Ec (eV): 7.8191 -7.4574 -0.6232
one p site S = -0.2616 eV
slope f'(1): s 7.495 eV, p 4.980 eV
p sites: spreading wins from N = 55505
p sites, spread S at 10 times that N = -0.1263 eV
```
